# Thermal rectification by two segments with opposite conductivity laws: verification in Python

```python
"""Thermal rectification by two equal segments in series.

Result under test: segment A has conductivity k0*T/T0, segment B has
k0*T0/T, both of length L, T0 = 300 K. With outer ends at 350 K and 250 K
the heat flux is about 1.18 times larger when A is at the hot end.

Symbols: a, b = outer end temperatures of A and B divided by T0;
m = junction temperature / T0; j = flux * L / (k0*T0), positive from A to B.
Closed form: m^2 = W(b^2 exp(a^2)), j = (a^2 - m^2)/2, W = Lambert function.
With a junction resistance that takes the share f of the temperature drop,
ln(ratio) = d*(1 - f^2) at small half bias d (in units of T0).
The independent road is a discretized rod that uses only the local
conductivities and never the integrated formulas.
"""
import numpy as np
import mpmath as mp
from scipy.special import lambertw

T0 = 300.0          # K, temperature where the conductivities are equal
K0 = 1.0            # W/(m K)
LENGTH = 1.0e-6     # m, each segment
HOT, COLD = 350.0, 250.0
CONTACTS = [1.0e-7, 1.0e-6]   # m^2 K/W, junction resistances compared
CELLS = 400         # cells per segment


def k_rising(T):
    return K0 * T / T0


def k_falling(T):
    return K0 * T0 / T


def discretized_rod(k_left, k_right, T_left, T_right, contact=0.0):
    """Self-consistent flux and node temperatures; junction node is doubled."""
    h = LENGTH / CELLS
    middle = 0.5 * (T_left + T_right)
    T = np.concatenate([np.linspace(T_left, middle, CELLS + 1),
                        np.linspace(middle, T_right, CELLS + 1)])
    for _ in range(500):
        centre = 0.5 * (T[:-1] + T[1:])
        resistance = np.concatenate([h / k_left(centre[:CELLS]), [contact],
                                     h / k_right(centre[CELLS + 1:])])
        flux = (T_left - T_right) / resistance.sum()
        drop = np.concatenate([[0.0], np.cumsum(resistance)])
        T_new = T_left - flux * drop
        change = np.max(np.abs(T_new - T))
        T = T_new
        if change < 1e-9:
            return flux, T
    raise RuntimeError("rod iteration did not converge")


def closed_form(T_A, T_B):
    """Flux and junction temperature from the Lambert function."""
    a, b = T_A / T0, T_B / T0
    m_squared = lambertw(b**2 * np.exp(a**2)).real
    flux = K0 * T0 / LENGTH * (a**2 - m_squared) / 2
    return flux, T0 * np.sqrt(m_squared)


def closed_profile(x, T_A, T_B):
    """Temperature at x: square-root law in A, exponential law in B."""
    flux, T_m = closed_form(T_A, T_B)
    x_A = np.minimum(x, LENGTH)
    in_A = np.sqrt(T_A**2 - 2 * T0 * flux * x_A / K0)
    in_B = T_m * np.exp(-flux * (x - LENGTH) / (K0 * T0))
    return np.where(x <= LENGTH, in_A, in_B)


# Closed-form fluxes and profiles against the discretized rod
half = np.linspace(0.0, LENGTH, CELLS + 1)
nodes = np.concatenate([half, LENGTH + half])
for T_A, T_B in [(HOT, COLD), (COLD, HOT), (450.0, 260.0), (260.0, 450.0)]:
    flux_rod, T_rod = discretized_rod(k_rising, k_falling, T_A, T_B)
    flux_formula, T_junction = closed_form(T_A, T_B)
    assert abs(flux_rod / flux_formula - 1) < 2e-6
    assert abs(T_rod[CELLS] - T_junction) < 1e-3
    assert np.max(np.abs(T_rod - closed_profile(nodes, T_A, T_B))) < 1e-3
    assert min(T_A, T_B) < T_junction < max(T_A, T_B)

# Rectification ratio from the rod alone
rod_forward, T_forward = discretized_rod(k_rising, k_falling, HOT, COLD)
rod_reverse, T_reverse = discretized_rod(k_rising, k_falling, COLD, HOT)
ratio_rod = abs(rod_forward / rod_reverse)
assert abs(ratio_rod - 1.18) < 0.005

J_f, Tm_f = closed_form(HOT, COLD)
J_r, Tm_r = closed_form(COLD, HOT)
ratio = abs(J_f / J_r)
assert abs(ratio - ratio_rod) < 1e-5


# Small symmetric bias, a = 1 + d and b = 1 - d, in high precision
mp.mp.dps = 40


def scaled_flux(d):
    a, b = 1 + d, 1 - d
    return (a**2 - mp.lambertw(b**2 * mp.exp(a**2)).real) / 2


def flux_remainder(d):
    return scaled_flux(d) - (d + d**2/2 + d**3/6 + d**4/8 + d**5/10)


def log_ratio_remainder(d):
    log_ratio = mp.log(-scaled_flux(d) / scaled_flux(-d))
    return log_ratio - d - d**3/6


d_small = mp.mpf(1) / 1000
order_flux = mp.log(flux_remainder(2*d_small) / flux_remainder(d_small), 2)
order_log = mp.log(log_ratio_remainder(2*d_small)
                   / log_ratio_remainder(d_small), 2)
assert abs(order_flux - 6) < 0.02
assert abs(order_log - 5) < 0.02
d = (HOT - COLD) / (2 * T0)
ratio_first = np.exp(d)
ratio_third = np.exp(d + d**3 / 6)
assert abs(ratio_third - ratio_rod) < 5e-5

# Hand estimate with the junction placed at T0
scale = K0 / LENGTH


def hand_estimate(T_A, T_B):
    through_A = scale * (T_A**2 - T0**2) / (2 * T0)
    through_B = scale * T0 * np.log(T0 / T_B)
    return through_A, through_B, 0.5 * (through_A + through_B)


hand_f = hand_estimate(HOT, COLD)
hand_r = hand_estimate(COLD, HOT)
assert abs(hand_f[2] / rod_forward - 1) < 1e-5
assert abs(hand_r[2] / rod_reverse - 1) < 1e-5

# Cause: local conductivity above k0 (forward) or below k0 (reverse),
# apart from a thin layer next to the junction


def local_conductivity(T):
    return np.concatenate([k_rising(T[:CELLS + 1]), k_falling(T[CELLS + 1:])])


share_above = np.mean(local_conductivity(T_forward) > K0)
share_below = np.mean(local_conductivity(T_reverse) < K0)
assert share_above > 0.98 and share_below > 0.98


# Unequal segments with the same temperature law do not rectify
def k_falling_five(T):
    return 5 * k_falling(T)


same_f, _ = discretized_rod(k_falling, k_falling_five, HOT, COLD)
same_r, _ = discretized_rod(k_falling, k_falling_five, COLD, HOT)
ratio_same_law = abs(same_f / same_r)
assert abs(ratio_same_law - 1) < 1e-6
u_difference = K0 * T0 * np.log(HOT / COLD)
assert abs(same_f / (u_difference / (LENGTH * (1 + 1/5))) - 1) < 1e-6


# Junction resistance: small-bias law, then the working bias
def rod_ratio(T_hot, T_cold, contact):
    forward, _ = discretized_rod(k_rising, k_falling, T_hot, T_cold, contact)
    reverse, _ = discretized_rod(k_rising, k_falling, T_cold, T_hot, contact)
    return abs(forward / reverse)


def junction_share(contact):
    r = contact * K0 / LENGTH
    return r / (2 + r)


d_weak = 0.01
for contact in CONTACTS:
    weak = rod_ratio(T0 * (1 + d_weak), T0 * (1 - d_weak), contact)
    # neglected terms are of relative order d_weak^2 = 1e-4
    assert abs(np.log(weak) / d_weak
               - (1 - junction_share(contact)**2)) < 2e-4

contact_ratios = [rod_ratio(HOT, COLD, contact) for contact in CONTACTS]
contact_laws = [np.exp(d * (1 - junction_share(c)**2)) for c in CONTACTS]
assert 1 < contact_ratios[1] < contact_ratios[0] < ratio_rod
for value, law in zip(contact_ratios, contact_laws):
    assert abs(value - law) < 2e-3   # neglected terms of order d^3

# Worked example
MW = 1e-6
print(f"matching temperature T0: {T0:.0f} K")
print(f"end temperatures: {HOT:.0f} K and {COLD:.0f} K")
print(f"segment length L: {LENGTH*1e6:.1f} micrometre")
print(f"conductivity k0 at T0: {K0:.1f} W/(m K)")
print(f"flux for constant k0: {K0*(HOT-COLD)/(2*LENGTH)*MW:.3f} MW/m^2")
for name, T_A, T_B, J, Tm, hand in [
        ("forward (A hot)", HOT, COLD, J_f, Tm_f, hand_f),
        ("reverse (A cold)", COLD, HOT, J_r, Tm_r, hand_r)]:
    a, b = T_A / T0, T_B / T0
    centres = closed_profile(np.array([0.5, 1.5]) * LENGTH, T_A, T_B)
    k_eff = J * 2 * LENGTH / (T_A - T_B)
    print(f"{name}:")
    print(f"  a = {a:.6f}, b = {b:.6f} (dimensionless)")
    print(f"  Lambert argument b^2 exp(a^2): {b**2*np.exp(a**2):.6f}")
    print(f"  m^2 = W(argument): {(Tm/T0)**2:.6f}")
    print(f"  junction temperature: {Tm:.3f} K")
    print(f"  scaled flux j: {J*LENGTH/(K0*T0):.6f}")
    print(f"  flux A to B: {J*MW:.3f} MW/m^2")
    print(f"  effective conductivity: {k_eff:.4f} W/(m K)")
    print(f"  mid-A temperature: {centres[0]:.2f} K")
    print(f"  mid-B temperature: {centres[1]:.2f} K")
    print(f"  hand flux in A, junction at T0: {hand[0]*MW:.3f} MW/m^2")
    print(f"  hand flux in B, junction at T0: {hand[1]*MW:.3f} MW/m^2")
    print(f"  mean of the hand fluxes: {hand[2]*MW:.3f} MW/m^2")
print(f"rectification ratio, closed form: {ratio:.5f}")
print(f"rectification ratio, discretized rod: {ratio_rod:.5f}")
print(f"half bias over T0, d: {d:.6f}")
print(f"estimate exp(d): {ratio_first:.5f}")
print(f"estimate exp(d + d^3/6): {ratio_third:.5f}")
print(f"forward: share of nodes with k > k0: {100*share_above:.1f} %")
print(f"reverse: share of nodes with k < k0: {100*share_below:.1f} %")
print(f"ratio, both k ~ 1/T, factor 5 apart: {ratio_same_law:.5f}")
print(f"L/k0 of one segment: {LENGTH/K0:.1e} m^2 K/W")
for contact, value, law in zip(CONTACTS, contact_ratios, contact_laws):
    print(f"junction resistance: {contact:.1e} m^2 K/W")
    print(f"  junction share f: {junction_share(contact):.4f}")
    print(f"  ratio, discretized rod: {value:.5f}")
    print(f"  estimate exp(d (1 - f^2)): {law:.5f}")
print("OK")
```

Running it gives:

```
matching temperature T0: 300 K
end temperatures: 350 K and 250 K
segment length L: 1.0 micrometre
conductivity k0 at T0: 1.0 W/(m K)
flux for constant k0: 50.000 MW/m^2
forward (A hot):
  a = 1.166667, b = 0.833333 (dimensionless)
  Lambert argument b^2 exp(a^2): 2.708698
  m^2 = W(argument): 0.998235
  junction temperature: 299.735 K
  scaled flux j: 0.181438
  flux A to B: 54.431 MW/m^2
  effective conductivity: 1.0886 W/(m K)
  mid-A temperature: 325.84 K
  mid-B temperature: 273.74 K
  hand flux in A, junction at T0: 54.167 MW/m^2
  hand flux in B, junction at T0: 54.696 MW/m^2
  mean of the hand fluxes: 54.432 MW/m^2
reverse (A cold):
  a = 0.833333, b = 1.166667 (dimensionless)
  Lambert argument b^2 exp(a^2): 2.725756
  m^2 = W(argument): 1.001373
  junction temperature: 300.206 K
  scaled flux j: -0.153464
  flux A to B: -46.039 MW/m^2
  effective conductivity: 0.9208 W/(m K)
  mid-A temperature: 276.25 K
  mid-B temperature: 324.15 K
  hand flux in A, junction at T0: -45.833 MW/m^2
  hand flux in B, junction at T0: -46.245 MW/m^2
  mean of the hand fluxes: -46.039 MW/m^2
rectification ratio, closed form: 1.18228
rectification ratio, discretized rod: 1.18228
half bias over T0, d: 0.166667
estimate exp(d): 1.18136
estimate exp(d + d^3/6): 1.18227
forward: share of nodes with k > k0: 99.8 %
reverse: share of nodes with k < k0: 99.8 %
ratio, both k ~ 1/T, factor 5 apart: 1.00000
L/k0 of one segment: 1.0e-06 m^2 K/W
junction resistance: 1.0e-07 m^2 K/W
  junction share f: 0.0476
  ratio, discretized rod: 1.18183
  estimate exp(d (1 - f^2)): 1.18091
junction resistance: 1.0e-06 m^2 K/W
  junction share f: 0.3333
  ratio, discretized rod: 1.16046
  estimate exp(d (1 - f^2)): 1.15968
OK
```
